# Energy gain from a moment-matched Gaussian in hard-sphere energy loss: a program that tests the result

```python
"""
Result under test: a Gaussian matched to the mean and variance of the energy
loss in a Poisson number (mean m) of hard-sphere collisions with stationary
targets gives energy gain the probability Phi(-sqrt(3 m)/2), about 4 percent
at m = 4, although the true probability of gain is zero.
Symbols: E ion energy, M1 ion mass, M2 target mass, gamma = 4 M1 M2/(M1+M2)^2,
T_max = gamma E largest transfer in one collision, R contact distance,
b impact parameter, x = loss/T_max. Phi is the normal distribution function.
Example: Bi+ ions in helium gas; the input values are rough typical ones.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import iv, ndtr
from scipy.stats import norm

rng = np.random.default_rng(2718)

# Example inputs
ion_energy = 50.0            # eV
M1, M2 = 209.0, 4.0          # atomic mass units, rounded
contact = 2.0                # angstrom, rough
pressure_torr = 0.01
temperature = 300.0          # K
polarizability = 1.4         # atomic units, rough value for helium
ion_excitation = 1.7         # eV, rough lowest excitation of Bi+
m0 = 4.0

gamma = 4*M1*M2/(M1 + M2)**2
T_max = gamma*ion_energy
E_cm = ion_energy*M2/(M1 + M2)
kT = const.k*temperature/const.e
density = pressure_torr*const.torr/(const.k*temperature)*1e-30
cross_section = math.pi*contact**2
free_path = 1/(density*cross_section)
path = m0*free_path

# Single collision: find the impulse from energy balance alone
speed = math.sqrt(2*ion_energy/M1)
for b in (0.0, 0.3, 0.6, 0.9):
    along = math.sqrt(1 - b*b)

    def energy_excess(p):
        ion_par = M1*speed*along - p
        ion_perp = M1*speed*b
        return (p*p/(2*M2) + (ion_par**2 + ion_perp**2)/(2*M1)
                - ion_energy)

    impulse = brentq(energy_excess, 1e-4, 2.2*M2*speed*along, xtol=1e-13)
    assert abs(impulse**2/(2*M2) - T_max*(1 - b*b)) < 1e-8


def sample_losses(m, histories=200000, columns=45):
    """Losses in units of T_max from free flights and random impact points."""
    flights = rng.exponential(size=(histories, columns))
    happened = np.cumsum(flights, axis=1) < m
    # impact points uniform over a disc, drawn as area fractions b^2/R^2
    transfers = 1 - rng.random((histories, columns))
    return np.sum(transfers*happened, axis=1)


def gaussian_gain(m):
    return float(ndtr(-math.sqrt(3*m)/2))


def loss_cdf(x, m):
    """True distribution function of x, a finite sum of Bessel functions."""
    if x < 0:
        return 0.0
    total = 0.0
    for k in range(int(math.floor(x)) + 1):
        y = x - k
        total += ((-m)**k/math.factorial(k)*(y/m)**(k/2)
                  * iv(k, 2*math.sqrt(m*y)))
    return float(math.exp(-m)*total)


# Moments, false gain and true distribution against sampled histories
for m in (1.0, 4.0, 12.0):
    x = sample_losses(m)
    mean, sd = x.mean(), x.std()
    skew = np.mean((x - mean)**3)/sd**3
    assert x.min() >= 0
    assert abs(mean - m/2) < 5*sd/math.sqrt(x.size)
    assert abs(sd**2/(m/3) - 1) < 0.025
    assert abs(skew - 3*math.sqrt(3)/(4*math.sqrt(m))) < 0.05
    assert abs(ndtr(-mean/sd)/gaussian_gain(m) - 1) < 0.08
    for point in (0.0, 0.5, 1.4, 2.7, 4.2):
        assert abs(np.mean(x <= point) - loss_cdf(point, m)) < 0.006

# Sharp test of the Bessel sum: moments from its integrated upper tail
first = sum(quad(lambda t: 1 - loss_cdf(t, m0), j, j + 1)[0]
            for j in range(14))
second = sum(quad(lambda t: 2*t*(1 - loss_cdf(t, m0)), j, j + 1)[0]
             for j in range(14))
assert abs(first - m0/2) < 1e-6
assert abs(second - first**2 - m0/3) < 1e-5

# Exactly four collisions: a different and narrower distribution
four = rng.random((200000, 4)).sum(axis=1)
fixed_gain = float(ndtr(-math.sqrt(12)))
assert abs(four.mean()/four.std() - math.sqrt(12)) < 0.05

# The matched Gaussian at m = 4, in eV
mean_loss = m0*T_max/2
sd_loss = T_max*math.sqrt(m0/3)
bell = norm(mean_loss, sd_loss)
false_gain = quad(bell.pdf, mean_loss - 12*sd_loss, 0)[0]
assert abs(false_gain - gaussian_gain(m0)) < 1e-8
false_gain_size = quad(lambda w: -w*bell.pdf(w),
                       mean_loss - 12*sd_loss, 0)[0]/false_gain
top = mean_loss + 12*sd_loss
kept = quad(bell.pdf, 0, top)[0]
cut_mean = quad(lambda w: w*bell.pdf(w), 0, top)[0]/kept
cut_var = quad(lambda w: (w - cut_mean)**2*bell.pdf(w), 0, top)[0]/kept
z = mean_loss/sd_loss
hazard = norm.pdf(z)/norm.cdf(z)
assert abs(cut_mean - mean_loss - sd_loss*hazard) < 1e-6
assert abs(cut_var/sd_loss**2 - (1 - z*hazard - hazard**2)) < 1e-6

tail_point = m0/2 + 3*math.sqrt(m0/3)
true_tail = 1 - loss_cdf(tail_point, m0)
gauss_tail = float(norm.sf(3))
grid = np.linspace(0, 10, 2001)
gap = max(abs(loss_cdf(t, m0) - ndtr((t - m0/2)/math.sqrt(m0/3)))
          for t in grid)
gap = max(gap, false_gain)
m_safe = brentq(lambda m: gaussian_gain(m) - 1e-3, 1, 50)


# Energy degradation
def degraded(m, g):
    """Mean and standard deviation of the fractional loss."""
    left = math.exp(-m*g/2)
    left_sq = math.exp(-m*(g - g*g/3))
    return 1 - left, math.sqrt(left_sq - left**2)


def follow_ions(thermal, histories):
    """Vector collisions; thermal = rms target speed component / ion speed."""
    v = np.zeros((histories, 3))
    v[:, 0] = 1.0
    counts = rng.poisson(m0, histories)
    limit = 1.1 + 7*thermal
    for j in range(counts.max()):
        active = np.flatnonzero(counts > j)
        target = np.zeros((active.size, 3))
        if thermal > 0:
            waiting = np.arange(active.size)
            while waiting.size:
                trial = thermal*rng.normal(size=(waiting.size, 3))
                rel = np.linalg.norm(v[active[waiting]] - trial, axis=1)
                # collision rate is proportional to relative speed
                ok = rng.random(waiting.size)*limit < rel
                target[waiting[ok]] = trial[ok]
                waiting = waiting[~ok]
        old = v[active]
        rel = np.linalg.norm(old - target, axis=1)
        centre = (M1*old + M2*target)/(M1 + M2)
        cosine = 2*rng.random(active.size) - 1
        sine = np.sqrt(1 - cosine**2)
        phi = 2*np.pi*rng.random(active.size)
        direction = np.column_stack((cosine, sine*np.cos(phi),
                                     sine*np.sin(phi)))
        v[active] = centre + M2/(M1 + M2)*rel[:, None]*direction
    loss = 1 - np.sum(v*v, axis=1)
    angle = np.arctan2(np.hypot(v[:, 1], v[:, 2]), v[:, 0])
    return loss, angle


deg_mean, deg_sd = degraded(m0, gamma)
deg_gain = float(ndtr(-deg_mean/deg_sd))
cold_loss, cold_angle = follow_ions(0.0, 300000)
assert cold_loss.min() > -1e-12
assert abs(cold_loss.mean() - deg_mean) < 5*deg_sd/math.sqrt(300000)
assert abs(cold_loss.std()/deg_sd - 1) < 0.01
small_mean, small_sd = degraded(m0, 1e-3)
assert abs(ndtr(-small_mean/small_sd) - false_gain) < 5e-4
rms_angle = math.degrees(math.sqrt(np.mean(cold_angle**2)))

# Thermal motion of the gas permits real gains
thermal_ratio = math.sqrt(kT*M1/(2*ion_energy*M2))
warm_runs = 800000
warm_loss, _ = follow_ions(thermal_ratio, warm_runs)
gained = warm_loss < -1e-12
real_gain = gained.mean()
real_gain_error = math.sqrt(real_gain/warm_runs)
real_gain_size = -ion_energy*warm_loss[gained].mean()
assert 0 < real_gain < 0.1*false_gain
assert real_gain_size < 0.2*false_gain_size


# Soft ion-atom potential; lengths in R, potential divided by E_cm
def deflection(b, potential, nodes=200):
    turn = brentq(lambda r: 1 - b*b/r**2 - potential(r), 0.5, 20 + 2*b,
                  xtol=1e-14)
    t, w = np.polynomial.legendre.leggauss(nodes)
    a = (t + 1)*math.pi/4
    u = np.sin(a)
    root = np.sqrt(1 - (b*u/turn)**2 - potential(turn/u))
    return math.pi - 2*b/turn*np.sum(w*math.pi/4*np.cos(a)/root)


for b in (0.3, 1.0, 2.5):
    assert abs(deflection(b, lambda r: 1/r) - 2*math.atan(1/(2*b))) < 1e-6

bohr = const.physical_constants["Bohr radius"][0]*1e10
hartree = const.physical_constants["Hartree energy in eV"][0]
attraction = polarizability/(2*(contact/bohr)**4)*hartree
q = attraction/E_cm


def soft(r):
    return (1 + q)/r**12 - q/r**4


def soft_moments(points):
    t, w = np.polynomial.legendre.leggauss(points)
    b = 2.5*(t + 1)
    share = np.array([math.sin(deflection(v, soft, 2*points)/2)**2
                      for v in b])
    weight = 2.5*w*2*b
    return np.sum(weight*share), np.sum(weight*share**2)


coarse1, coarse2 = soft_moments(100)
soft1, soft2 = soft_moments(200)
soft_gain = float(ndtr(-math.sqrt(m0)*soft1/math.sqrt(soft2)))
soft_shift = abs(soft_gain
                 - ndtr(-math.sqrt(m0)*coarse1/math.sqrt(coarse2)))
assert soft_shift < 1e-4
assert E_cm < ion_excitation

print(f"ion energy: {ion_energy:.1f} eV")
print(f"ion and target masses: {M1:.0f}, {M2:.0f} u")
print(f"contact distance: {contact:.1f} angstrom")
print(f"gas pressure: {pressure_torr:.2f} Torr")
print(f"gas temperature: {temperature:.0f} K")
print(f"gas density: {density:.3e} per cubic angstrom")
print(f"cross section: {cross_section:.2f} square angstrom")
print(f"mean free path: {free_path:.3e} angstrom")
print(f"path for m = 4: {path:.3e} angstrom = {path*1e-7:.1f} mm")
print(f"gamma: {gamma:.5f}")
print(f"largest single transfer T_max: {T_max:.3f} eV")
print(f"mean loss, m = 4: {mean_loss:.3f} eV")
print(f"standard deviation, m = 4: {sd_loss:.3f} eV")
print(f"mean / standard deviation: {z:.4f}")
print(f"skewness, m = 4: {3*math.sqrt(3)/(4*math.sqrt(m0)):.4f}")
print(f"Gaussian gain probability, m = 4: {100*false_gain:.3f} percent")
print(f"mean size of Gaussian false gain: {false_gain_size:.3f} eV")
for m in (1.0, 12.0, 30.0):
    print(f"Gaussian gain probability, m = {m:.0f}: {gaussian_gain(m):.3e}")
print(f"m for false gain of 0.1 percent: {m_safe:.2f}")
print(f"Gaussian gain, exactly four collisions: {fixed_gain:.3e}")
print(f"true probability of zero loss: {100*math.exp(-m0):.3f} percent")
print(f"true P(loss <= T_max): {loss_cdf(1, m0):.5f}")
print(f"Gaussian P(loss <= T_max): {bell.cdf(T_max):.5f}")
print(f"true P(above mean + 3 sd): {100*true_tail:.3f} percent")
print(f"Gaussian P(above mean + 3 sd): {100*gauss_tail:.3f} percent")
print(f"largest gap of distribution functions: {gap:.4f}")
print(f"mean of Gaussian cut at zero: {cut_mean:.3f} eV")
print(f"variance ratio, cut / full: {cut_var/sd_loss**2:.4f}")
print(f"degraded mean loss: {ion_energy*deg_mean:.3f} eV")
print(f"degraded standard deviation: {ion_energy*deg_sd:.3f} eV")
print(f"Gaussian gain with degradation: {100*deg_gain:.3f} percent")
print(f"rms final deflection: {rms_angle:.2f} degrees")
print(f"thermal energy kT: {kT:.4f} eV")
print(f"real thermal gain probability: {100*real_gain:.3f} percent")
print(f"its sampling error: {100*real_gain_error:.3f} percent")
print(f"mean size of real thermal gain: {real_gain_size:.3f} eV")
print(f"helium polarizability, rough: {polarizability:.1f} atomic units")
print(f"attraction at contact: {attraction:.4f} eV")
print(f"centre-of-mass energy: {E_cm:.3f} eV")
print(f"lowest ion excitation, rough: {ion_excitation:.1f} eV")
print(f"soft mean transfer integral / (sigma T_max): {soft1:.4f}")
print(f"soft square integral / (sigma T_max^2): {soft2:.4f}")
print(f"Gaussian gain, soft potential: {100*soft_gain:.3f} percent")
print(f"shift on halving the mesh: {100*soft_shift:.1e} percent")
print("all tests passed")
```

Output:

```
ion energy: 50.0 eV
ion and target masses: 209, 4 u
contact distance: 2.0 angstrom
gas pressure: 0.01 Torr
gas temperature: 300 K
gas density: 3.219e-10 per cubic angstrom
cross section: 12.57 square angstrom
mean free path: 2.472e+08 angstrom
path for m = 4: 9.889e+08 angstrom = 98.9 mm
gamma: 0.07371
largest single transfer T_max: 3.685 eV
mean loss, m = 4: 7.371 eV
standard deviation, m = 4: 4.255 eV
mean / standard deviation: 1.7321
skewness, m = 4: 0.6495
Gaussian gain probability, m = 4: 4.163 percent
mean size of Gaussian false gain: 1.728 eV
Gaussian gain probability, m = 1: 1.932e-01
Gaussian gain probability, m = 12: 1.350e-03
Gaussian gain probability, m = 30: 1.051e-06
m for false gain of 0.1 percent: 12.73
Gaussian gain, exactly four collisions: 2.660e-04
true probability of zero loss: 1.832 percent
true P(loss <= T_max): 0.20700
Gaussian P(loss <= T_max): 0.19324
true P(above mean + 3 sd): 0.642 percent
Gaussian P(above mean + 3 sd): 0.135 percent
largest gap of distribution functions: 0.0446
mean of Gaussian cut at zero: 7.766 eV
variance ratio, cut / full: 0.8305
degraded mean loss: 6.853 eV
degraded standard deviation: 3.679 eV
Gaussian gain with degradation: 3.124 percent
rms final deflection: 1.79 degrees
thermal energy kT: 0.0259 eV
real thermal gain probability: 0.053 percent
its sampling error: 0.003 percent
mean size of real thermal gain: 0.025 eV
helium polarizability, rough: 1.4 atomic units
attraction at contact: 0.0934 eV
centre-of-mass energy: 0.939 eV
lowest ion excitation, rough: 1.7 eV
soft mean transfer integral / (sigma T_max): 0.5269
soft square integral / (sigma T_max^2): 0.3171
Gaussian gain, soft potential: 3.064 percent
shift on halving the mesh: 3.5e-10 percent
all tests passed
```
